Helium's adiabatic-connection curve by Newton maximization of Lieb's functional, part 1

(Sections cited here and not found follow in the second part.)

**Adiabatic-connection curves by Lieb maximization with a Newton method**

**1. The problem**

The two electrons of a helium atom repel each other, and the repulsion does two things at once: it swells the charge cloud, and it makes the electrons avoid one another inside the cloud. Density functional theory separates the two effects by a thought experiment. The repulsion W = Σ_{i<j} 1/r_ij is multiplied by a coupling constant λ and turned down from 1 to 0, while the one-body potential is readjusted at each λ so that the ground-state density stays equal to the physical density ρ. The end point λ = 0 is the Kohn–Sham system. The expectation value W_λ of the unscaled repulsion along this path is the adiabatic-connection curve. Its value at λ = 0, less the Hartree energy, is the exchange energy; the area between the curve and that starting value is the correlation energy; and half its initial slope is the second-order Görling–Levy energy.

Computing the curve is an inverse problem, since for λ < 1 the potential that holds the density fixed has to be found from the density. In the scheme used below the potential is found by maximizing Lieb's functional, with a correlated wave-function method supplying the energy at each trial potential. Here that method is full configuration interaction (FCI), and the maximizer is Newton's method with the exact second derivative, which is the static density response of the interacting system.

Atomic units are used in the algebra. The N electrons occupy a finite orthonormal set of real orbitals φ_p, and all operators are real symmetric matrices in the resulting N-electron space. A one-body function g(r) and the operator Σ_i g(r_i) carry the same symbol, so that ⟨Ψ|g|Ψ⟩ = ∫ g ρ_Ψ. The Hamiltonian is

H_λ[v] = T + λW + v,   (1)

with lowest eigenvalue E_λ[v]. The target ρ is the density of the FCI ground state Ψ_1 of H_1[v_ext]. The potential is expanded in the Wu–Yang form

v_b = v_ext + (1 − λ) v_FA + Σ_{t=1}^{M} b_t g_t,   v_FA = (1 − 1/N) v_H[ρ],   (2)

where v_H[ρ] is the Hartree potential of the target and v_FA the Fermi–Amaldi potential. The function to be maximized and its maximum are

G_λ(b) = E_λ[v_b] − ∫ v_b ρ,   F_λ = max_b G_λ(b).   (3)

With all potentials allowed, (3) is Lieb's functional and its maximizer reproduces ρ. With M functions it fixes only the M moments m_t = ∫ g_t ρ, and several identities of the exact theory survive only if the set {g_t} is chosen with care. Unless the contrary is said, v_ext and v_FA are themselves members of the set, so that v_b lies in the span of the g_t for every λ.

**2. Concavity, duality and existence of the maximum**

For a fixed normalized Φ the number ⟨Φ|H_λ[v_b]|Φ⟩ is affine in b, and E_λ is its minimum over Φ. Let b = θb′ + (1 − θ)b″ with 0 ≤ θ ≤ 1, and let Φ be the ground state at b. Then

E(b) = θ⟨Φ|H(b′)|Φ⟩ + (1 − θ)⟨Φ|H(b″)|Φ⟩ ≥ θE(b′) + (1 − θ)E(b″),

the equality by affinity and the inequality by the variational principle. So E is concave in b, and G is concave because it differs from E by an affine function. Every stationary point of G is therefore a global maximum.

Take next any normalized Φ whose density has the target moments. Because v_b is a combination of the g_t, ⟨Φ|v_b|Φ⟩ = ∫ v_b ρ, and the variational principle gives

G_λ(b) ≤ ⟨Φ|T + λW|Φ⟩ + ⟨Φ|v_b|Φ⟩ − ∫ v_b ρ = ⟨Φ|T + λW|Φ⟩.   (4)

The state Ψ_1 is admissible, so G_λ is bounded above. Section 3 shows that at a stationary point b* the ground state Ψ_λ has the target moments. For this state the inequality in (4) is an equality, hence

F_λ = T_λ + λW_λ = min over Φ with moments m of ⟨Φ|T + λW|Φ⟩,   (5)

with T_λ and W_λ the expectation values in Ψ_λ. This is the Levy constrained search with the density constraint relaxed to M moments. At λ = 1 the point b = 0 gives v_b = v_ext and the ground state Ψ_1, which has the target moments by definition, so F_1 = ⟨Ψ_1|T + W|Ψ_1⟩ needs no iteration. At λ = 0, F_0 is the noninteracting kinetic energy T_s of this discretization.

The maximum is attained at finite b under a condition that can be checked. Let u be a unit vector, g_u = Σ u_t g_t, and Φ_u the lowest eigenvector of the matrix g_u, with eigenvalue γ_u. Using Φ_u as a trial state at b = su,

G_λ(su) ≤ K + s(γ_u − u·m),

where K bounds the b-independent terms for all normalized states. Since u·m = ⟨Ψ_1|g_u|Ψ_1⟩ ≥ γ_u, with equality only if Ψ_1 is an eigenvector of g_u, the slope is strictly negative whenever Ψ_1 is an eigenvector of no g_u. The slope is continuous in u on the unit sphere, which is compact, so it is bounded away from zero; G tends to −∞ in all directions and every set {b : G(b) ≥ G(b_0)} is compact. By (9) below, the condition is the same as negative definiteness of the Hessian at λ = 1, b = 0. One eigenvalue check at the physical end thus guarantees a maximum at every λ. It does not guarantee that G is smooth there.

**3. Gradient and Hessian**

Assume that the ground state Ψ ≡ |0⟩ at b is nondegenerate, so that E and Ψ are differentiable. Differentiating ⟨Ψ|Ψ⟩ = 1 gives ⟨Ψ|x_t⟩ = 0 for x_t = ∂Ψ/∂b_t, and differentiating E = ⟨Ψ|H|Ψ⟩ gives

∂E/∂b_t = ⟨Ψ|g_t|Ψ⟩ + 2⟨x_t|H|Ψ⟩ = ⟨Ψ|g_t|Ψ⟩ + 2E⟨x_t|Ψ⟩ = ⟨Ψ|g_t|Ψ⟩.

This Hellmann–Feynman step uses only that Ψ is an eigenvector of the matrix H, which FCI provides in any basis that does not move with b. Subtracting ∂(∫v_bρ)/∂b_t = m_t,

∇_t G = ⟨Ψ|g_t|Ψ⟩ − m_t = ∫ g_t (ρ_b − ρ).   (6)

A vanishing gradient is the matching of moments used in (5).

Differentiating (6) once more, with g_t symmetric and m_t constant, gives ∂²G/∂b_t∂b_u = 2⟨Ψ|g_t|x_u⟩. The vector x_u follows from differentiating (H − E)Ψ = 0:

(H − E) x_u = −(g_u − ⟨g_u⟩)Ψ = −Q g_u Ψ,   Q = 1 − |Ψ⟩⟨Ψ|.   (7)

Projecting (7) on an excited eigenstate |n⟩ with ω_n = E_n − E_0 > 0 gives ⟨n|x_u⟩ = −⟨n|g_u|0⟩/ω_n. With the static response defined for any two symmetric operators as

χ_AB = −2 Σ_{n>0} ⟨0|A|n⟩⟨n|B|0⟩/ω_n,   (8)

the Hessian is χ_tu ≡ χ_{g_t g_u}, written χ_gg as a matrix. Its (t,u) element is the change of the moment ∫g_tρ per unit of g_u added to the potential, in the system with interaction λW. For any vector u,

uᵀχ_gg u = −2 Σ_{n>0} ⟨n|g_u|0⟩²/ω_n ≤ 0,   (9)

with equality exactly when Q g_u Ψ = 0, that is, when Ψ is an eigenvector of g_u.

When the FCI matrix cannot be diagonalized, (7) is solved directly. The matrix H − E is singular along Ψ, but H − E + |Ψ⟩⟨Ψ| has eigenvalue 1 on Ψ and ω_n on |n⟩. It is positive definite, and since the right side of (7) is orthogonal to Ψ the solution is the same x_u. One Newton step then costs one ground-state calculation and M linear solves.

The Hessian is only semidefinite in general, for two reasons. A constant potential acts as N times the identity, which Q annihilates, so a set whose span contains a constant has a null direction, and a set whose span nearly contains a constant over the region where the electrons are has a small eigenvalue. The second reason is special to λ = 0. There the eigenstates can be chosen as determinants, or spin-adapted sums of them, and a one-body operator connects the ground determinant only to single excitations i → a. The Hessian has the form −2AᵀΩ⁻¹A, where A_{(ia),t} = ⟨ia|g_t|0⟩ has one row per coupled occupied–virtual pair and Ω is the diagonal matrix of excitation energies, so

rank χ_gg(λ = 0) ≤ number of occupied–virtual pairs coupled by the g_t.   (10)

A potential set larger than this number has, at λ = 0, either a singular Hessian and a nonunique maximizer or a maximum at a degenerate ground state. The extreme case shows what is lost. If the g_t span all symmetric matrices in the orbital basis, the moments fix the whole one-particle density matrix and with it T, so (4) gives G_0 ≤ T_1. The choice of v_b equal to minus the kinetic-energy matrix gives H = 0, E = 0 and G_0 = T_1. Then T_s = T_1, every state is degenerate, and the correlation kinetic energy is zero. The potential set has to stay small compared with the orbital set.

**4. The Newton iteration**

At the current b the step Δ and the decrement δ are defined by

−χ_gg Δ = ∇G,   δ = ∇G·Δ = Δᵀ(−χ_gg)Δ ≥ 0.   (11)

The quadratic model G + ∇G·Δ + ½Δᵀχ_ggΔ equals G + δ − δ/2, so δ/2 estimates the remaining rise F − G. Under a change of potential basis b = Lb′ the gradient becomes Lᵀ∇G and the Hessian Lᵀχ_ggL, so Δ′ = L⁻¹Δ and δ′ = δ. The iterates, seen as potentials, and the decrement do not depend on how the g_t are scaled or mixed, which makes δ a better stopping quantity than the gradient norm.

The algorithm at one λ is the following. Diagonalize H_λ[v_b]; form (6) and (8); solve (11); stop if δ is below a threshold, here 2.7×10⁻¹⁷ eV; otherwise try t = 1, ½, ¼, … until the Armijo condition G(b + tΔ) ≥ G(b) + σtδ holds with σ = 10⁻⁴, and move to b + tΔ. Below δ = 2.7×10⁻⁸ eV the full step is taken without the comparison, because the rise of G heads toward the rounding error of the eigenvalue. The values of λ are visited from 1 downward, each starting from the previous solution.

Global convergence holds if, on the compact convex set S = {G ≥ G(b_0)}, the ground state is nondegenerate and μ ≤ eigenvalues of −χ_gg ≤ μ′ with μ > 0. While the segment from b to b + tΔ lies in S, Taylor's theorem and |Δ|² ≤ δ/μ, which follows from (11), give

G(b + tΔ) ≥ G + tδ − ½μ′t²|Δ|² ≥ G + tδ [1 − tμ′/(2μ)].

The right side exceeds G for 0 < t < 2μ/μ′, so the segment cannot leave S before t = 2μ/μ′, and the bound is valid on that range. The Armijo condition holds once 1 − tμ′/(2μ) ≥ σ, that is for t ≤ 2(1 − σ)μ/μ′, so halving ends with t ≥ t_min = min{1, (1 − σ)μ/μ′}. Each step raises G by at least σ t_min δ. Since G is bounded, δ → 0, and δ = ∇Gᵀ(−χ_gg)⁻¹∇G ≥ |∇G|²/μ′ sends the gradient to zero. Near the solution G(b + Δ) = G + δ/2 + O(|Δ|³), which passes the condition because σ < ½, so full steps are accepted.

For the local rate let e = b − b*, let χ* be the Hessian at b*, and let τ be the tensor of third derivatives there. Then ∇G(b) = χ*e + ½τ[e,e] + O(e³) and χ(b)e = χ*e + τ[e,e] + O(e³). The new error is

e′ = e − χ(b)⁻¹∇G(b) = χ(b)⁻¹[χ(b)e − ∇G(b)] = ½ χ*⁻¹τ[e,e] + O(e³).   (12)

To leading order the decrement at a point with error e is eᵀ(−χ*)e, since ∇G ≈ χ*e. One step from distance s therefore leaves δ ∝ s⁴, and halving s divides the decrement by 16, up to a relative correction of order s. If a fixed negative definite matrix K, such as the λ = 0 response, replaces χ(b), the first-order terms no longer cancel:

e′ = (1 − K⁻¹χ*) e + O(e²).   (13)

The decrement after one step is then ∝ s², the ratio on halving is 4, and the iteration converges linearly if all eigenvalues of K⁻¹χ* lie between 0 and 2.

**5. The coupling-constant integral**

With χ_gg invertible, the implicit function theorem applied to ∇G(b, λ) = 0 makes b*(λ) differentiable. In F_λ = G_λ(b*(λ)) the chain-rule term ∇G·db*/dλ vanishes, so only the explicit dependence is left. From (1) and (2), ∂H/∂λ = W − v_FA and ∂(∫v_bρ)/∂λ = −∫v_FAρ, and the Hellmann–Feynman step gives

dF_λ/dλ = W_λ − ∫ v_FA (ρ_λ − ρ).   (14)

If v_FA is in the span of the g_t, the last term is a combination of gradient components and vanishes at the maximum, so

dF_λ/dλ = W_λ,   F_1 − F_0 = ∫_0^1 W_λ dλ.   (15)

If v_FA is only a fixed reference, (14) holds with a correction of first order in the density mismatch. Differentiating (5) and using (15) gives W_λ = T′_λ + W_λ + λW′_λ, where the prime is d/dλ, or

T′_λ = −λ W′_λ.   (16)

As λ grows from 0 to 1 the kinetic energy rises while W_λ falls (Section 6 proves the sign), and T_λ starts with zero slope.

The correlation energy is E_c = ∫_0^1 (W_λ − W_0) dλ = F_1 − T_s − W_0. With V_ext = ∫v_extρ, the FCI energy is E = F_1 + V_ext. The λ = 0 determinant Φ_0 has the same V_ext because v_ext is in the set, so ⟨Φ_0|H_1|Φ_0⟩ = T_s + V_ext + W_0 and

E_c = E − ⟨Φ_0|H_1|Φ_0⟩ ≤ E − E_HF.   (17)

The inequality holds because the Hartree–Fock energy is the lowest such expectation value among closed-shell determinants. Inserting F_1 = T_1 + W_1 also gives E_c = T_c + W_1 − W_0 with T_c = T_1 − T_s.

**6. The slope and Görling–Levy theory**

Absorb the reference term into the coefficients: a = b + (1 − λ)e_FA, where e_FA is the unit vector that selects v_FA. The Hamiltonian T + λW + v_ext + a·g depends explicitly on λ only through λW, and the derivation of (8) applies to any pair among the parameters (a, λ). The second derivatives of G are χ_gg, the vector χ_gW with elements χ_{g_t W}, and χ_WW. Differentiating the stationarity condition along the path gives χ_gg da/dλ + χ_gW = 0, so

da/dλ = −c*,   c* = χ_gg⁻¹χ_gW.   (18)

The total derivative of W_λ = ∂G/∂λ is χ_WW + χ_gW·da/dλ:

W′_λ = χ_WW − χ_Wg χ_gg⁻¹ χ_gW.   (19)

The first term is the response at fixed potential, and the second removes the part of it that would change the moments. The sign follows from a variational form. Define

f(c) = 2 Σ_{n>0} ⟨n|W − c·g|0⟩²/ω_n = −χ_WW + 2c·χ_gW − cᵀχ_gg c,

where the second form comes from expanding the square and using (8). The function is convex because −χ_gg is positive definite. Its gradient 2χ_gW − 2χ_gg c vanishes at c = c*, where f = −χ_WW + c*·χ_gW. Comparing with (19),

W′_λ = −min_c f(c) ≤ 0.   (20)

W_λ does not increase with λ, and F_λ is concave in λ.

Görling–Levy theory expands F_λ − T_s − λW_0 = λ²E_c^GL2 + O(λ³) at fixed density. Taylor's theorem with F″ = W′ gives W′_0 = 2E_c^GL2. For a two-electron singlet the sum in (20) can be written out. Let φ_i be the occupied orbital and φ_a, φ_b virtual orbitals of the λ = 0 one-electron Hamiltonian, with energies ε, and let (pq|rs) = ∫∫ φ_p(1)φ_q(1)φ_r(2)φ_s(2)/r_12. The spatial eigenstates are |0⟩ = φ_iφ_i, the singles (φ_iφ_a + φ_aφ_i)/√2, and the doubles φ_aφ_a and (φ_aφ_b + φ_bφ_a)/√2 for a < b.

For a double, the element of g is zero because g changes one orbital at a time. The element of W is (ia|ia) for a = b, and for a < b it is [(ia|ib) + (ib|ia)]/√2 = √2 (ia|ib). The squares sum as Σ_a (ia|ia)²/D_aa + Σ_{a<b} 2(ia|ib)²/D_ab, with D_ab = ε_a + ε_b − 2ε_i, which is the unrestricted sum over a and b. For a single, W gives [(ii|ia) + (ia|ii)]/√2 = √2 (ia|ii), and g(1) + g(2) gives (g_ia + g_ia)/√2 = √2 g_ia, one term from each product. Therefore

E_c^GL2 = −Σ_{a,b} (ia|ib)²/D_ab − min_c Σ_a 2[(ia|ii) − c·g_ia]²/(ε_a − ε_i).   (21)

The λ = 0 density is ρ_0 = 2φ_i², so (ia|ii) = ⟨a|½v_H[ρ_0]|i⟩, while v_FA = ½v_H[ρ] for N = 2. The trial choice c = e_FA leaves the residual ⟨a|½v_H[ρ_0 − ρ]|i⟩. The singles term is thus bounded by a quantity of second order in ρ_0 − ρ and vanishes when the density is matched exactly. By (18), for two electrons at λ = 0, da/dλ is then close to −e_FA in the metric of the response, which is the reason for the factor 1 − λ in (2). Without the minimization over c the singles term is −Σ_a 2(ia|ii)²/(ε_a − ε_i), which describes the swelling of the cloud at fixed potential and is no part of E_c.

Two more two-electron relations serve as checks. First, W_0 = (ii|ii) and J[ρ_0] = ½∫∫ρ_0ρ_0/r_12 = 2(ii|ii), so W_0 = J[ρ_0]/2 and E_x = W_0 − J[ρ_0] = −J[ρ_0]/2. Second, the exact T_s equals the von Weizsäcker energy T_W = ∫|∇ρ|²/(8ρ). For any real state with natural orbitals ψ_k and occupations n_k, ρ = Σn_kψ_k² and ∇ρ = 2Σn_kψ_k∇ψ_k. The Cauchy–Schwarz inequality gives |∇ρ|² ≤ 4ρ Σn_k|∇ψ_k|², hence T = ½Σn_k∫|∇ψ_k|² ≥ T_W. The doubly occupied orbital φ = √(ρ/2) has ∇φ = ∇ρ/(4√(ρ/2)) and |∇φ|² = |∇ρ|²/(8ρ), and T = 2·½∫|∇φ|² reaches the bound.

**7. Matrices for two electrons**

The singlet spatial function is Ψ(r_1, r_2) = Σ C_pq φ_p(r_1)φ_q(r_2) with C symmetric and ΣC_pq² = 1. Integrating Ψ² over r_2 with orthonormal orbitals gives ρ = 2Σ C_pq C_rq φ_pφ_r, so the density matrix is D = 2CCᵀ. In the product basis a one-body matrix h acts as h⊗1 + 1⊗h, and W has elements ⟨pq|W|rs⟩ = (pr|qs). Both are projected on the pair functions φ_pφ_p and (φ_pφ_q + φ_qφ_p)/√2, keeping pairs whose two orbitals have equal parity under the three coordinate reflections, so that the product is even under all of them.

For an atom with uncontracted Gaussians r^l Y_lm exp(−αr²) and potential functions g = exp(−γr²), with amplitude one hartree per unit b, the matrix elements are elementary. The angular integral vanishes unless l and m agree. The radial integral ∫r^{2l+2}exp(−pr²)dr is proportional to p^{−(l+3/2)}, by the substitution x = r√p. The overlap S has p = α + β and the potential element has p = α + β + γ, so

⟨α|exp(−γr²)|β⟩ = S_αβ [(α + β)/(α + β + γ)]^{l+3/2}.   (22)

All matrices are carried to the orthonormal basis by S^{−1/2}.

The Newton scheme for the Lieb maximization, the relations for the adiabatic-connection curve and its slope, and the two-electron matrices are now in place. What remains is to compute the curve for helium and to examine the errors of the result.
